# The Local Virial Theorem and the Cremer-Kraka Energy-Density Criterion, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The local virial theorem

### What goes wrong without it

Consider a program that analyses a chemical bond and prints a kinetic energy density $G$, a potential energy density $V$ and their sum $H$ at one point between the nuclei. The sign of $H$ is then used to call the bond shared or closed-shell. Without a relation that ties these numbers to the electron density $\rho$, a wrong factor passes unseen. Suppose that $V$ is obtained from the Laplacian of $\rho$ with $G$ in place of $2G$. The reported $H$ is then $\frac14\nabla^2\rho$. For carbon monoxide, in the calculation described in Part 2, this gives $+0.434$ where the correct value is $-0.818$ hartree per cubic bohr, and the bond lands in the wrong class.

A second fault is harder to see. If $V$ is taken to be the electrostatic potential times the density, the sum $G+V$ is a different function, and the relation to the Laplacian is lost. Both faults are avoided by deriving what $V$ is.

### Definitions

Hartree atomic units are used: $\hbar=m_e=e=1$. In them $\nabla^2\rho$ has the unit bohr$^{-5}$. In other units each Laplacian of $\rho$ that is set equal to an energy density carries a factor $\hbar^2/m_e$.

Let $\Psi(x_1,\dots,x_N)$ be a normalized, antisymmetric wavefunction, where $x=(\mathbf r,s)$ holds position and spin. The spin-summed one-matrix is

$$\Gamma(\mathbf r,\mathbf r')=N\sum_{s}\int \Psi(\mathbf r s,x_2,\dots)\,\Psi^*(\mathbf r' s,x_2,\dots)\,dx_2\cdots dx_N .$$

Its diagonal is the density, $\rho(\mathbf r)=\Gamma(\mathbf r,\mathbf r)$, which integrates to $N$. Unprimed derivatives $\partial_i$ act on $\mathbf r$ and primed ones $\partial'_i$ on $\mathbf r'$. In the next four definitions $\mathbf r'$ is set equal to $\mathbf r$ after differentiation:

$$G=\tfrac12\nabla\cdot\nabla'\,\Gamma,\qquad K=-\tfrac14(\nabla^2+\nabla'^2)\,\Gamma,$$

$$\sigma_{ij}=\tfrac14\left(\partial_i\partial_j+\partial'_i\partial'_j-\partial_i\partial'_j-\partial'_i\partial_j\right)\Gamma,\qquad V=\sum_i\sigma_{ii}.$$

The matrix $\sigma$ is the stress tensor used throughout, and $V$ is its trace. The energy density is $H=G+V$.

Inserting $\Gamma$ shows that $G$ is an integral of $\frac N2|\nabla_1\Psi|^2$, so $G\ge0$. The function $K$ comes from $-\frac12\Psi^*\nabla_1^2\Psi$, averaged with its complex conjugate to make it real, and it can have either sign.

For an implementation, expand $\Gamma=\sum_k n_k\phi_k(\mathbf r)\phi_k^*(\mathbf r')$ with occupation numbers $n_k$. For real orbitals the definitions become

$$G=\tfrac12\sum_k n_k|\nabla\phi_k|^2,\qquad K=-\tfrac12\sum_k n_k\phi_k\nabla^2\phi_k,$$

$$\sigma_{ij}=\tfrac12\sum_k n_k\left(\phi_k\,\partial_i\partial_j\phi_k-\partial_i\phi_k\,\partial_j\phi_k\right).$$

In a closed-shell determinant $n_k=2$. For a correlated wavefunction the $\phi_k$ are natural orbitals with $0\le n_k\le2$. Some approximate one-matrices have negative occupations; $G\ge0$ is then not guaranteed, and neither are the conclusions that use it.

### The identity

The density depends on $\mathbf r$ through both arguments of $\Gamma$. By the chain rule one derivative of $\rho$ is $(\partial_i+\partial'_i)\Gamma$ on the diagonal. Applying the operator twice and summing over $i$ gives

$$\nabla^2\rho=\left(\nabla^2+\nabla'^2+2\nabla\cdot\nabla'\right)\Gamma .$$

By definition the first two terms together are $-4K$. Since $\nabla\cdot\nabla'\Gamma=2G$, the last is $4G$. Therefore

$$\tfrac14\nabla^2\rho=G-K .$$

For the trace of $\sigma$, set $j=i$ and sum. The two mixed terms are equal after summation, so

$$V=\tfrac14(\nabla^2+\nabla'^2)\Gamma-\tfrac12\nabla\cdot\nabla'\Gamma=-K-G .$$

Adding $2G$ gives $2G+V=G-K$, and adding $G$ gives $G+V=-K$. Hence

$$\boxed{\tfrac14\nabla^2\rho=2G+V},\qquad H=-K .$$

No Schrödinger equation has been used. The identity holds for any wavefunction that is smooth enough at the point considered, including a determinant in a small basis. It therefore tests the code, not the quality of the wavefunction. At a nucleus the exact density has a cusp and its Laplacian diverges, so nuclear positions are excluded.

What has not yet been shown is why $V$ deserves the name of a virial. That requires a stationary state.

### The balance of forces

Let the Hamiltonian be

$$\hat H=-\tfrac12\sum_k\nabla_k^2+U,\qquad U=\sum_k v(\mathbf r_k)+\sum_{k<l}\frac1{|\mathbf r_k-\mathbf r_l|},$$

with a real, local, spin-independent potential $v$ and no magnetic field, and let $\hat H\Psi=E\Psi$. Write $\partial_i$ for derivatives with respect to $\mathbf r_1$. Before the factor $N$ and the integration over the other electrons, the stress is

$$s_{ij}=\tfrac14\left(\Psi^*\partial_i\partial_j\Psi+\Psi\,\partial_i\partial_j\Psi^*-\partial_i\Psi\,\partial_j\Psi^*-\partial_j\Psi\,\partial_i\Psi^*\right).$$

Take $\partial_i$ and sum over $i$. The four products give, in order and with their signs,

$$\begin{aligned}
&+\partial_i\Psi^*\,\partial_i\partial_j\Psi+\Psi^*\partial_j\nabla_1^2\Psi,\\
&+\partial_i\Psi\,\partial_i\partial_j\Psi^*+\Psi\,\partial_j\nabla_1^2\Psi^*,\\
&-\nabla_1^2\Psi\,\partial_j\Psi^*-\partial_i\Psi\,\partial_i\partial_j\Psi^*,\\
&-\partial_i\partial_j\Psi\,\partial_i\Psi^*-\partial_j\Psi\,\nabla_1^2\Psi^* .
\end{aligned}$$

The first term of line one cancels the first of line four, and the first of line two cancels the second of line three. What remains is

$$\sum_i\partial_is_{ij}=\tfrac14\left[\Psi^*\partial_j\nabla_1^2\Psi-(\partial_j\Psi^*)\nabla_1^2\Psi\right]+\text{c.c.},$$

where c.c. is the complex conjugate of the term before it. The Schrödinger equation supplies

$$\nabla_1^2\Psi=2(U-E)\Psi-\sum_{k\ge2}\nabla_k^2\Psi .$$

The first part of this expression contributes to the square bracket

$$2(\partial_jU)|\Psi|^2+2(U-E)\left(\Psi^*\partial_j\Psi-\Psi\,\partial_j\Psi^*\right).$$

The second term is imaginary and cancels against its conjugate. The first is real and is doubled. With the prefactor $\frac14$ the result is $(\partial_jU)|\Psi|^2$.

The part with $k\ge2$ contributes $-\frac14$ times

$$\Psi^*\nabla_k^2\partial_j\Psi-(\partial_j\Psi^*)\nabla_k^2\Psi+\text{c.c.}$$

Pair the first term with the conjugate of the second:

$$\Psi^*\nabla_k^2\partial_j\Psi-(\partial_j\Psi)\nabla_k^2\Psi^*=\nabla_k\cdot\left[\Psi^*\nabla_k\partial_j\Psi-(\partial_j\Psi)\nabla_k\Psi^*\right].$$

This is a divergence in $\mathbf r_k$. Its integral over $\mathbf r_k$ is a flux at infinity, which vanishes for a bound state. Where two electrons meet, second derivatives of $\Psi$ grow at most as the inverse distance. The flux through a small sphere around such a point then vanishes with the radius.

Multiplying by $N$ and integrating over the other electrons gives

$$\nabla\cdot\sigma=-\mathbf F,\qquad \mathbf F(\mathbf r)=-\rho\nabla v+\int P(\mathbf r,\mathbf r_2)\frac{\mathbf r-\mathbf r_2}{|\mathbf r-\mathbf r_2|^3}\,d\mathbf r_2 .$$

Here $P$ is the pair density, normalized to $N(N-1)$. The vector $\mathbf F$ is the force per volume on the electrons at $\mathbf r$: the external force plus the repulsion by the others. In a stationary state the stress balances it at each point.

### V as a virial

The product rule, with $\sigma$ symmetric, gives

$$\nabla\cdot(\sigma\mathbf r)=\sum_{ij}\partial_i(\sigma_{ij}r_j)=\mathbf r\cdot(\nabla\cdot\sigma)+\sum_i\sigma_{ii}.$$

Solving for the trace and inserting the force balance,

$$V=\mathbf r\cdot\mathbf F+\nabla\cdot(\sigma\mathbf r).$$

So $V$ is the virial of the force density plus a surface term, one whose integral over a region is a flux through its boundary. Moving the origin by $\mathbf a$ changes the first term by $-\mathbf a\cdot\mathbf F$ and the second by $-\mathbf a\cdot(\nabla\cdot\sigma)=+\mathbf a\cdot\mathbf F$. The parts depend on the origin and $V$ does not.

A correlated state that is known in closed form shows the balance at work. Two electrons in the trap $v=r^2/8$ have the ground state

$$\Psi\propto\left(1+\tfrac12r_{12}\right)e^{-(r_1^2+r_2^2)/4}$$

times a spin singlet, with $r_{12}=|\mathbf r_1-\mathbf r_2|$. By spherical symmetry $\sigma\mathbf r$ points along the radius with length $r\sigma_{rr}$, so the surface term is

$$\frac1{r^2}\frac{d}{dr}\left(r^3\sigma_{rr}\right)=3\sigma_{rr}+r\frac{d\sigma_{rr}}{dr}.$$

At $r=1.5$ bohr the force density is $-0.008320$ and the divergence of the stress is $+0.008320$ hartree/bohr$^4$. In hartree/bohr$^3$, the virial part $1.5\times(-0.008320)=-0.01248$ and the surface term $-0.01285$ add to $V=-0.02533$. With $G=0.007364$,

$$2G+V=0.014728-0.025331=-0.010603 .$$

The density alone, differentiated numerically, gives $\frac14\nabla^2\rho=-0.010603$. The numerical check asserts this agreement at three radii, with $V$ built from the forces.

### Integrated form

Integrate the identity over all space. The flux of $\nabla\rho$ vanishes at infinity, and around a nucleus it vanishes with the radius of the excluded sphere because the slope at the cusp is finite. Hence $\int G=\int K=T$, the kinetic energy, and

$$\int V\,d\mathbf r=-2T,\qquad\int H\,d\mathbf r=-T .$$

Whether $\int V$ is also the potential energy depends on the forces. The surface term integrates to zero, so $\int V=\int\mathbf r\cdot\mathbf F$. In its repulsion part, exchanging the names $\mathbf r$ and $\mathbf r_2$ and averaging the two forms gives

$$\tfrac12\int P\,\frac{|\mathbf r-\mathbf r_2|^2}{|\mathbf r-\mathbf r_2|^3}\,d\mathbf r\,d\mathbf r_2=V_{ee},$$

the repulsion energy. In the trap $-\mathbf r\cdot\nabla v=-r^2/4=-2v$. The external part is therefore $-2$ times the external energy, and

$$\int V=-2(0.888139)+0.447443=-1.328835\ \text{hartree}.$$

This equals $-2T$ with $T=0.664418$, within rounding. The potential energy is $0.888139+0.447443=1.335582$ hartree, with the opposite sign. In a trap $V$ is not a potential energy density.

In a molecule $v=\sum_Av_A$ with $v_A=-Z_A/|\mathbf r-\mathbf R_A|$. Split $\mathbf r=(\mathbf r-\mathbf R_A)+\mathbf R_A$. Because $v_A$ scales as an inverse distance, $-(\mathbf r-\mathbf R_A)\cdot\nabla v_A=v_A$, and these terms sum to the attraction energy $V_{ne}$. For the rest, $-\nabla v_A=\nabla_Av$, where $\nabla_A$ acts on $\mathbf R_A$. The Hellmann-Feynman theorem for the exact state gives $\int\rho\nabla_Av=\nabla_A(E-V_{nn})$, with $E$ the total energy and $V_{nn}$ the nuclear repulsion. Since $\sum_A\mathbf R_A\cdot\nabla_AV_{nn}=-V_{nn}$,

$$-2T=V_{ne}+V_{ee}+V_{nn}+\sum_A\mathbf R_A\cdot\nabla_AE .$$

For a diatomic molecule with bond length $R$ the last sum is $R\,dE/dR$. Write $V_{\rm tot}$ for the three potential energies together. With $E=T+V_{\rm tot}$,

$$\int H\,d\mathbf r=-T=E+R\frac{dE}{dR}.$$

The integral of $H$ is the total energy where the nuclei feel no force, and in general not elsewhere. For H$_2^+$ at $R=3$ bohr the terms are $V_{\rm tot}+R\,dE/dR=-1.052448+0.102678=-0.949770$ hartree, which is the computed $-2T$. At the equilibrium distance of $1.997$ bohr, $E=-0.602635$ hartree and $T=0.602635$ hartree.

## Part 2. The sign of the energy density

### Symbols and results carried over

The density is $\rho$. The kinetic energy densities are $G\ge0$, built from squared orbital gradients, and $K$, built from orbital Laplacians. $V$ is the trace of the stress tensor $\sigma$, and $H=G+V$. Away from nuclei

$$\tfrac14\nabla^2\rho=2G+V,\qquad H=-K .$$

In a stationary state $\nabla\cdot\sigma=-\mathbf F$, with $\mathbf F$ the force density on the electrons. Units are Hartree atomic units.

### The criterion and its sign relations

A bond critical point is a point where $\nabla\rho=0$ and where $\rho$ has one positive and two negative principal curvatures. Along the bond the density is then a minimum, and across it a maximum. The Cremer-Kraka criterion reads $H$ at this point: $H<0$ indicates a shared interaction and $H>0$ a closed-shell one.

Part of this can be proved and part is interpretation. The provable part is how the sign of $H$ is related to that of $\nabla^2\rho$. Subtracting $G$ from the local theorem gives

$$H=\tfrac14\nabla^2\rho-G .$$

Because $G\ge0$, a negative Laplacian forces $H<0$. Conversely, $H>0$ forces $\nabla^2\rho>0$. Between the two lies a mixed class with $\nabla^2\rho>0$ and $H<0$. For $G>0$, divide by $G$ and set $q=-V/G$:

$$\frac{\nabla^2\rho}{4G}=2-q,\qquad\frac HG=1-q .$$

The three classes are therefore

- $q>2$: $\nabla^2\rho<0$ and $H<0$, shared by both signs;
- $1<q<2$: $\nabla^2\rho>0$ and $H<0$, mixed;
- $q<1$: $\nabla^2\rho>0$ and $H>0$, closed-shell.

The ratio must be coded as $-V/G$ and not as $|V|/G$. Since $V=\frac14\nabla^2\rho-2G$, it is positive wherever $\nabla^2\rho>8G$. At such a point $H>0$, but $|V|/G$ can exceed 2 and report a shared bond. The molecular ion H$_2^+$ provides a case below, near its critical point though not at it. Where $G=0$ the ratio is undefined, and the signs of $H$ and $\nabla^2\rho$ should be used directly.

At a bond critical point $\nabla\rho=0$ does not imply $G=0$. With several orbitals the terms of $\nabla\rho=2\sum_kn_k\phi_k\nabla\phi_k$ can cancel, while those of $G$ are squares and cannot.

The local virial theorem and the balance of forces have been derived, and they fix how the sign of $H$ is related to that of $\nabla^2\rho$ in the three bond classes. What remains is the physical meaning of that sign, its dependence on the choice of stress tensor, and its use for H$_2^+$ and three molecules.
